# The tunnelling exponent of a uniformly tilted direct gap

In a band-to-band tunnelling transistor, the gate bends the bands until an electron in the valence band on one side of a junction has the same energy as empty conduction states on the other. The electron must then cross a region where its energy lies inside the gap. This problem finds the probability of one such crossing when the gap is direct and the field is uniform, and asks how that probability depends on the gap, the masses and the field.

Hartree atomic units are used: \(\hbar\), the free-electron mass and the elementary charge equal one. The two bands, with a direct gap \(G\) at \(k=0\), are described by

\[
H(k)=\begin{pmatrix} \tfrac{G}{2}+\tfrac{ck^2}{2} & Pk\\[2pt] Pk & -\tfrac{G}{2}+\tfrac{ck^2}{2}\end{pmatrix}.
\]

Energies are measured from midgap. The real constant \(P>0\) couples the bands, and \(ck^2/2\) is the free-electron kinetic energy common to both. Its physical value is \(c=1\), but keeping the letter \(c\) shows where this term matters. Motion is along the field, with zero transverse wavevector. Phonons and all other bands are left out.

The electron's potential energy is \(-Fx\), with \(F>0\), so the force on it points towards \(+x\). The magnitude \(F\) is the elementary charge times the electric field.

## (a) Bands and masses

**Find the two bands and their masses at \(k=0\). Which combination of the masses does not depend on \(c\)?**

**Solution.** The common term multiplies the unit matrix and so shifts both eigenvalues equally. The remaining matrix has zero trace and determinant \(-(G^2/4+P^2k^2)\), so its eigenvalues are plus and minus the square root of \(G^2/4+P^2k^2\). Hence

\[
E_\pm(k)=\frac{ck^2}{2}\pm\frac12\sqrt{G^2+4P^2k^2}.
\]

For small \(k\),

\[
\frac12\sqrt{G^2+4P^2k^2}\simeq\frac G2+\frac{P^2k^2}{G}.
\]

The conduction mass is defined by \(E_+\simeq G/2+k^2/(2m_c)\). The valence band curves downwards, so its positive mass is defined by \(E_-\simeq -G/2-k^2/(2m_v)\). Comparing coefficients gives

\[
\frac1{m_c}=\frac{2P^2}{G}+c,\qquad
\frac1{m_v}=\frac{2P^2}{G}-c.
\]

The common term makes the conduction band lighter and the valence band heavier. It cancels in the sum, which defines the reduced mass \(m_r\):

\[
\frac1{m_r}=\frac1{m_c}+\frac1{m_v}=\frac{4P^2}{G},
\qquad P=\frac12\sqrt{\frac{G}{m_r}} .
\]

In terms of \(m_r\), the two masses obey \(1/m_c=1/(2m_r)+c\) and \(1/m_v=1/(2m_r)-c\). A valence band that curves downwards needs \(m_v>0\), that is \(c<1/(2m_r)\). This condition is assumed from here on, together with \(c\ge0\).

## (b) The wavevector inside the gap

**For an energy inside the gap, show that there is one decay constant \(\kappa>0\) with \(k=i\kappa\). Describe how it varies from one band edge to the other.**

**Solution.** Putting \(k^2=-\kappa^2\) and \(4P^2=G/m_r\) into the bands gives

\[
E_\pm(\kappa)=-\frac{c\kappa^2}{2}\pm\frac12 R(\kappa),\qquad
R(\kappa)=\sqrt{G^2-\frac{G\kappa^2}{m_r}} .
\]

These energies are real as long as \(\kappa\) does not exceed

\[
\kappa_{\max}=\sqrt{m_rG}.
\]

At that value \(R=0\) and the two branches meet, at the energy \(-c\kappa_{\max}^2/2=-cm_rG/2\).

To see that the branches join without folding back, differentiate them. Since \(dR/d\kappa=-G\kappa/(m_rR)\),

\[
\frac{dE_-}{d\kappa}=-c\kappa+\frac{G\kappa}{2m_rR},
\qquad
\frac{dE_+}{d\kappa}=-c\kappa-\frac{G\kappa}{2m_rR}.
\]

The second of these expressions is negative for \(\kappa>0\), so \(E_+\) falls steadily from \(G/2\). In the first, \(R\le G\) gives

\[
\frac{dE_-}{d\kappa}\ge\kappa\left(\frac1{2m_r}-c\right)=\frac{\kappa}{m_v}>0,
\]

so \(E_-\) rises steadily from \(-G/2\). Every energy in the gap is therefore reached once. As the energy goes from the valence edge to the conduction edge, \(\kappa\) grows from zero to \(\kappa_{\max}\) and returns to zero. The evanescent state thus changes continuously from valence-like to conduction-like.

The full equation for \(k^2\) has another root when \(c>0\). Squaring \(E-ck^2/2=\pm\frac12\sqrt{G^2+4P^2k^2}\) and collecting powers gives

\[
\frac{c^2}{4}(k^2)^2-(cE+P^2)k^2+E^2-\frac{G^2}{4}=0 .
\]

The product of its roots is \(4(E^2-G^2/4)/c^2\), which is negative inside the gap. One root is the \(-\kappa^2\) just described. The other is positive and gives a real wavevector, because in this truncated model the term \(ck^2/2\) eventually bends the lower band upwards through the gap. A model built around \(k=0\) cannot be trusted there, and this root is discarded.

## (c) From the decay constant to a probability

**Find the forbidden region in the tilted gap, and express the leading semiclassical tunnelling probability as an integral of \(\kappa\) over energy.**

**Solution.** Take the total energy as zero; another choice only moves the origin of \(x\). The wave equation is

\[
\left[H\!\left(-i\frac{d}{dx}\right)-Fx\right]\psi(x)=0 .
\]

Midgap lies at \(-Fx\), so the electron's energy relative to the local midgap is \(\varepsilon=Fx\). It lies inside the gap when \(|\varepsilon|<G/2\), that is for

\[
-\frac{G}{2F}<x<\frac{G}{2F}.
\]

The forbidden region has width \(G/F\). The valence band is on its left and the conduction band on its right. The potential energy must fall by at least \(G\) across the junction, or one of the two end points is missing and there is no band-to-band path at this energy.

Inside the region, write \(\psi=u(x)\exp[-\int^x\kappa(x')\,dx']\), where \(u\) is a two-component vector. The operator \(-i\,d/dx\) acting on the exponential gives \(i\kappa\). If \(u\) and \(\kappa\) vary slowly, their derivatives are dropped at leading order, leaving \([H(i\kappa)-Fx]u=0\). This has a nonzero solution when \(\kappa\) is the decay constant of part (b) at energy \(\varepsilon=Fx\).

The amplitude therefore falls by \(\exp(-\int\kappa\,dx)\), and the probability by its square:

\[
T\simeq e^{-B},\qquad
B=2\int_{-G/2F}^{G/2F}\kappa\,dx=\frac2F\int_{-G/2}^{G/2}\kappa(\varepsilon)\,d\varepsilon .
\]

The last form uses \(dx=d\varepsilon/F\). This argument fixes the exponent but not a factor in front of the exponential; part (e) examines that factor.

## (d) The integral

**Evaluate \(B\) for any allowed \(c\). State what must be held fixed when its dependence on the gap is quoted.**

**Solution.** Solving for \(\kappa(\varepsilon)\) with \(c\ne0\) would give nested square roots. It is easier to regard the integral as the area under the curve \(\kappa(\varepsilon)\) and to slice that area the other way. By part (b), the points below the curve at a given height \(\kappa\) are those with \(E_-(\kappa)<\varepsilon<E_+(\kappa)\). Therefore

\[
\int_{-G/2}^{G/2}\kappa(\varepsilon)\,d\varepsilon
=\int_0^{\kappa_{\max}}\left[E_+(\kappa)-E_-(\kappa)\right]d\kappa
=\int_0^{\kappa_{\max}}\sqrt{G^2-\frac{G\kappa^2}{m_r}}\;d\kappa .
\]

The common term \(-c\kappa^2/2\) has cancelled. It displaces each horizontal slice of the area sideways without changing its length.

Now put \(\kappa=\kappa_{\max}\sin\theta\). Because \(\kappa_{\max}^2=m_rG\), the square root becomes \(G\cos\theta\), while \(d\kappa=\kappa_{\max}\cos\theta\,d\theta\). The area is

\[
G\kappa_{\max}\int_0^{\pi/2}\cos^2\theta\,d\theta
=\frac{\pi}{4}G\kappa_{\max}
=\frac{\pi}{4}\sqrt{m_r}\,G^{3/2}.
\]

Multiplication by \(2/F\) gives the exponent

\[
\boxed{B=\frac{\pi\sqrt{m_r}\,G^{3/2}}{2F}}
\]

In SI units, with electric field \(\mathcal E\), it reads \(B=\pi\sqrt{m_r}\,G^{3/2}/(2\hbar e\mathcal E)\).

The case \(c=0\) gives a direct check. Then \(\varepsilon^2=G^2/4-P^2\kappa^2\), so \(\kappa=\sqrt{G^2/4-\varepsilon^2}/P\). The integral of the square root is the area of a half disc of radius \(G/2\), which is \(\pi G^2/8\). The exponent is therefore

\[
B=\frac{2}{F}\,\frac{\pi G^2}{8P}=\frac{\pi G^2}{4PF},
\]

and inserting \(P=\frac12\sqrt{G/m_r}\) recovers the boxed result.

The two forms also show why a scaling law needs a condition. At fixed reduced mass, \(B\propto G^{3/2}\): one power of \(G\) comes from the width \(G/F\), and half a power from the typical decay constant \(\sqrt{m_rG}\). At fixed coupling \(P\), the reduced mass is itself proportional to the gap, \(m_r=G/(4P^2)\), and \(B\propto G^2\). When materials are compared, the three-halves power alone describes the change only if their reduced masses are equal. In direct-gap III–V compounds \(m_v\) stands for the light-hole mass, not the heavy-hole mass. The ratio \(G/m_r\) then varies little from one compound to another, roughly between 1.1 and 1.5 hartree, so the square law is the closer guide; the example of parts (e) and (f) has 0.8 hartree. The split-off band, which is left out here, lowers \(B\) by up to several per cent in the wider-gap compounds.

The semiclassical step needs many decay lengths within the barrier. Their number is measured by

\[
\kappa_{\max}\frac GF=\frac{\sqrt{m_r}\,G^{3/2}}{F}=\frac{2B}{\pi},
\]

so the derivation is justified for \(B\gg1\).

## (e) The factor in front

**For \(c=0\), write the wave equation as two first-order equations and find the conserved current. How can they be used to test \(T=e^{-B}\) without the semiclassical approximation?**

**Solution.** With \(c=0\), the matrix is \(H=Pk\,\sigma_x+(G/2)\sigma_z\), where \(\sigma_x\) and \(\sigma_z\) are Pauli matrices. Let \(a\) and \(b\) be the components of \(\psi\) along the eigenvectors of \(\sigma_x\) with eigenvalues \(+1\) and \(-1\). In this basis \(\sigma_z\) exchanges the components, so

\[
-iPa'+\frac G2b=Fx\,a,\qquad
iPb'+\frac G2a=Fx\,b,
\]

where a prime means \(d/dx\). Solving for the derivatives gives

\[
a'=\frac iP\left(Fx\,a-\frac G2b\right),\qquad
b'=\frac iP\left(\frac G2a-Fx\,b\right).
\]

The velocity operator is \(dH/dk=P\sigma_x\), so the current is \(J=P(|a|^2-|b|^2)\). It is conserved, because the terms with \(Fx\) drop out of the real parts and

\[
\frac{d|a|^2}{dx}=2\,\mathrm{Re}(a^*a')=\frac GP\,\mathrm{Im}(a^*b)
=2\,\mathrm{Re}(b^*b')=\frac{d|b|^2}{dx}.
\]

Start far to the right with a wave that only moves away from the barrier, and integrate the equations to the far left. There, separate the solution into an incident and a reflected wave. The transmitted current divided by the incident current is \(T\), with no assumption that \(\kappa\) varies slowly.

For \(G=0.02\) hartree and \(m_r=0.025\), the numerical solution gives:

| \(F\) (hartree/bohr) | \(T\), wave equation | \(e^{-B}\) |
|---|---:|---:|
| \(1\times10^{-4}\) | \(8.896\times10^{-4}\) | \(8.895\times10^{-4}\) |
| \(2\times10^{-4}\) | \(2.982\times10^{-2}\) | \(2.983\times10^{-2}\) |
| \(4\times10^{-4}\) | \(0.1727\) | \(0.1727\) |

The relative differences are about \(10^{-4}\) or less. They come from the finite range of integration, twenty half-widths of the forbidden region on each side. Doubling that range reduces them to about \(2\times10^{-5}\) or less at the smallest and largest forces, so the last digit of the wave-equation column is not converged. At these three forces the factor in front is therefore one to that accuracy, even at the largest force, where \(B\) is below two and the semiclassical argument gave no such assurance. This test concerns \(c=0\) and a field that stays uniform well beyond the forbidden region. The agreement has a simple cause. In momentum space \(x=i\,d/dk\), so the wave equation reads \(iF\,d\phi/dk=H(k)\phi\). The substitution \(\phi=e^{-ick^3/(6F)}\chi\) removes the common term, and what remains is the Landau–Zener problem, whose crossing probability for an unlimited sweep of \(k\) is \(\exp[-\pi G^2/(4PF)]=e^{-B}\). The unit factor therefore carries over to \(c=1\), provided that the sweep reaches \(P|k|\gg G/2\) before the lower band turns upwards. For the parameters above this turn lies at \(|k|\approx0.45\) bohr\(^{-1}\), where \(P|k|\) is about twenty times \(G/2\).

## (f) Numbers, and a comparison with a simpler barrier

**Take \(G=0.02\) hartree, \(m_r=0.025\) and \(F=10^{-4}\) hartree/bohr, with \(c=1\). Find \(B\) and \(T\). Then compare with a triangular barrier in which the conduction-band parabola is used across the whole gap.**

**Solution.** These are round model parameters, not those of a named material. They correspond to a gap of 0.544 eV and a field of 0.514 MV/cm. The masses follow from part (a):

\[
\frac1{m_c}=20+1=21,\quad m_c=0.0476;\qquad
\frac1{m_v}=20-1=19,\quad m_v=0.0526 .
\]

The forbidden region is \(G/F=200\) bohr wide, or 10.6 nm. The largest decay constant is \(\kappa_{\max}=\sqrt{0.025\times0.02}=0.02236\) bohr\(^{-1}\), reached at \(-2.5\times10^{-4}\) hartree, slightly below midgap. The discarded root of part (b) has \(k=0.895\) bohr\(^{-1}\) at midgap, some forty times larger, so the two are easily told apart.

The common term makes the decay constant slightly lopsided: \(\kappa\) is 0.02070 bohr\(^{-1}\) at \(-0.004\) hartree and 0.02029 bohr\(^{-1}\) at \(+0.004\) hartree. The area under the curve does not notice. Using \(B=(\pi/2)\kappa_{\max}G/F\),

\[
B=\frac{\pi}{2}\times0.02236\times200=7.02,\qquad
T\simeq e^{-7.02}=8.9\times10^{-4}.
\]

Direct integration of the decay constants found from the matrix gives the same \(B\), both for \(c=1\) and for \(c=5\), as the numerical output shows.

Since \(\ln T=-B\) and \(B\propto1/F\), the sensitivity to the field is

\[
\frac{d\ln T}{d\ln F}=B .
\]

Here a one per cent increase in field raises \(T\) by about seven per cent. Doubling the gap at fixed \(m_r\) raises \(B\) to 19.9; doubling it at fixed \(P\) raises \(B\) to 28.1. The difference of about eight in the exponent shows how much the condition in part (d) matters.

For the triangular barrier, let \(u=G/2-\varepsilon\) be the depth below the conduction edge. The parabola gives \(\kappa=\sqrt{2m_cu}\), so

\[
B_{\rm tri}=\frac2F\int_0^G\sqrt{2m_cu}\,du
=\frac{4\sqrt{2m_c}\,G^{3/2}}{3F}=11.6 .
\]

This has the same power of the gap at fixed mass, but a larger coefficient. The reason follows from part (b). On either branch,

\[
u\ge\frac{c\kappa^2}{2}+\frac12\left[G-\sqrt{G^2-\frac{G\kappa^2}{m_r}}\right],
\]

with equality on the conduction branch. Since \(1-\sqrt{1-y}\ge y/2\) for \(0\le y\le1\), setting \(y=\kappa^2/(m_rG)\) gives

\[
u\ge\frac{\kappa^2}{2}\left(c+\frac1{2m_r}\right)=\frac{\kappa^2}{2m_c},
\qquad\text{so}\qquad \kappa\le\sqrt{2m_cu}.
\]

The parabola is accurate near the conduction edge. It then keeps growing towards the valence edge, where the two-band decay constant returns to zero. In this example its exponent is 1.66 times the two-band value, and its probability, \(8.8\times10^{-6}\), is about a hundred times too small relative to the two-band result.

The value of \(T\) found here belongs to one crossing at zero transverse wavevector. A device current also needs a sum over energies and transverse wavevectors, weighted by the occupation of the initial and final states. If the field changes appreciably over the 10.6 nm of the forbidden region, the step \(dx=d\varepsilon/F\) with constant \(F\) fails. The integral \(2\int\kappa\,dx\) must then be taken along the actual potential, provided that this still varies slowly enough for part (c) to apply. The common term then no longer cancels exactly, and the factor in front need not be one. It falls below one when the total drop of the potential energy only slightly exceeds \(G\): for a smooth \(\tanh\) step with a drop of \(1.1\,G\) and \(B\approx4.5\) it is about 0.92, and it is much smaller for sharper steps whose drop is closer to \(G\).

## Calculated quantities

```
gap G = 0.0200 hartree
gap G converted = 0.5442 eV
reduced mass m_r = 0.0250 electron masses
force F = 1.0e-04 hartree/bohr
electric field converted = 0.5142 MV/cm
coupling P = 0.44721 hartree bohr
conduction mass m_c = 0.04762 electron masses
valence mass m_v = 0.05263 electron masses
kappa at energy -0.008 hartree = 0.013691 1/bohr
kappa at energy -0.004 hartree = 0.020696 1/bohr
kappa at energy +0.000 hartree = 0.022354 1/bohr
kappa at energy +0.004 hartree = 0.020287 1/bohr
kappa at energy +0.008 hartree = 0.013155 1/bohr
largest kappa = 0.022361 1/bohr
energy of largest kappa = -2.500e-04 hartree
discarded real k at midgap = 0.8947 1/bohr
tunnelling width G/F = 200.0 bohr
tunnelling width converted = 10.584 nm
area under kappa(energy) = 3.512407e-04 hartree/bohr
exponent B, numerical integral = 7.024815 (no unit)
exponent B, formula = 7.024815 (no unit)
exponent B, numerical, c = 5 = 7.024815 (no unit)
exponent B, SI formula = 7.024815 (no unit)
T = exp(-B) = 8.8953e-04 (no unit)
B for doubled gap, fixed m_r = 19.8692 (no unit)
B for doubled gap, fixed P = 28.0993 (no unit)
gap power at fixed m_r = 1.50000 (no unit)
gap power at fixed P = 2.00000 (no unit)
triangular-barrier exponent = 11.6383 (no unit)
triangular / two-band exponent = 1.6567 (no unit)
triangular-barrier T = 8.822e-06 (no unit)
F = 1.0e-04 hartree/bohr: T wave equation = 8.89561e-04, exp(-B) = 8.89532e-04
F = 2.0e-04 hartree/bohr: T wave equation = 2.98223e-02, exp(-B) = 2.98250e-02
F = 4.0e-04 hartree/bohr: T wave equation = 1.72717e-01, exp(-B) = 1.72699e-01
```
